Optimizing a lithographic source for common edge slope by linear programming

**1. The situation and the claim**

A projection scanner illuminates a mask with an extended source whose brightness can be set pixel by pixel. The resist prints an edge where the local dose crosses a threshold, so a steep image at the edge makes the printed position less sensitive to dose errors. One source serves all edges of the pattern, and a setting that sharpens one edge may blur another. The question is which source gives the largest slope that every target edge attains, while the intensity at each edge stays close to threshold.

For a fixed mask and fixed optics this is a linear program, and its global optimum can be certified. The program is set up under four conditions; section 10 shows what changes when the second or the third is dropped.

• The source pixels are mutually incoherent.
• The margin is the absolute slope dI/dx, not the logarithmic slope (dI/dx)/I.
• The image is not divided by the total source power.
• The dose limits can be met, and some upper limit (on edge dose, total power or pixel power) keeps the slopes finite.

Lengths are in nm and slopes in 1/µm. Intensity is relative to that of an open mask at unit source power. The formulas are written for a scalar field, a thin mask periodic in x, best focus and an ideal pupil.

**2. Image of one source pixel**

Let the mask have period p and transmission

M(x) = Σ_m a_m exp(i2πmx/p).

For clear openings from b to c on an opaque background, integration over one period gives

a_m = Σ_openings [(c − b)/p] sinc[m(c − b)/p] exp[−iπm(b + c)/p],

with sinc z = sin(πz)/(πz).

A source pixel at σ = (σ_x, σ_y), in units of the pupil radius, sends a plane wave with spatial frequency σ_x NA/λ along x. Mask order m adds m/p. Dividing the sum by the cutoff NA/λ gives the position of this order in the pupil, (σ_x + ms, σ_y), where

s = λ/(p NA).

The pupil function P(q) is 1 for |q| ≤ 1 and 0 outside. Apart from the tilt factor exp(i2πσ_x NA x/λ), which all orders share, the image field at unit pixel power is

E_σ(x) = Σ_m a_m P(σ_x + ms, σ_y) exp(i2πmx/p).

The tilt factor has modulus 1, so I_σ = |E_σ|². For an open mask only a_0 = 1 remains and I_σ = 1, as the normalization requires.

**3. Why the intensity is linear in the powers**

Let pixel i have power w_i ≥ 0, hence amplitude √w_i, and phase φ_i. With the tilt factors included in F_i, the total field is Σ_i √w_i e^{iφ_i} F_i, and the detected intensity is

I = Σ_i Σ_k √(w_i w_k) ⟨e^{i(φ_i − φ_k)}⟩ F_i F_k*.

For independent, uniformly distributed phases the average is 1 if i = k and 0 otherwise. The cross terms vanish, and |F_i|² = |E_i|² = I_i:

I(x) = Σ_i w_i I_i(x).

Each I_i depends on mask, pupil and pixel position, but not on the powers. Incoherence is essential. For the uniform source of the example below, the sum gives 0.318 at the edge x = 0. An average over random phases gives 0.323 ± 0.004, where the uncertainty is one standard error. The difference from the sum is 1.2 standard errors, which is compatible with chance. Locking all phases to zero gives 65.

The argument uses nothing else about the optics. With a thick mask or a vector field, I_i must be computed for each pixel by the appropriate model, but the sum over pixels stays linear.

Linearity in the source does not extend to the mask. If two openings produce fields E_a and E_b from the same pixel, then

|E_a + E_b|² = |E_a|² + |E_b|² + 2 Re(E_a* E_b).

For one pixel of the example, the image at x = 300 nm is 0.151 with both openings present, while the separate images add to 0.241. The interference term is therefore −0.090. Optimizing mask and source together is not a linear program.

**4. Mirror pixels**

The number of unknowns can be reduced. A real mask has a_{−m} = a_m*, and the ideal pupil is real with P(−q) = P(q). Replacing m by −m in the sum for the pixel at −σ gives

E_{−σ}(x) = Σ_m a_m* P(−σ_x − ms, −σ_y) exp(−i2πmx/p)
= Σ_m a_m* P(σ_x + ms, σ_y) exp(−i2πmx/p) = E_σ(x)*.

Hence I_{−σ} = I_σ. The round pupil and the one-dimensional mask also make the image independent of the sign of σ_y. The four pixels (±σ_x, ±σ_y) thus give the same image, and only their total power matters. From here on, w_i is the power of such a group, divided equally among its four pixels.

Defocus breaks the first symmetry. It makes P complex but still even, and the same algebra then gives I_{−σ} computed with P equal to I_σ computed with P*, which is the image at the opposite defocus. If the defocused planes do not come in pairs at opposite defocus, σ and −σ should therefore be separate variables. With such pairs under equal limits they can still be merged. Exchanging σ and −σ swaps the images of the two planes, so averaging a source with its mirror image keeps it feasible and does not lower the smallest slope.

**5. Edge slope and edge position**

Let x_j be the target edges, and let n_j = +1 if the bright side lies towards larger x and −1 otherwise. Define

A_ji = I_i(x_j),
G_ji = n_j dI_i/dx at x_j = 2 n_j Re[E_i*(x_j) E_i′(x_j)].

The edge intensities and the slopes towards the bright side are then

I_j = Σ_i A_ji w_i,  g_j = Σ_i G_ji w_i.

The slope fixes how far the printed edge moves. Let D be the relative exposure dose and θ the resist threshold. The edge prints at x_j + n_j d, where D I = θ. Taylor's theorem gives

θ/D = I_j + g_j d + ½ I″(ξ) d²,

with ξ between the target and the printed edge. Solving for the d in the linear term,

d = (θ/D − I_j)/g_j − I″(ξ) d²/(2g_j).

The first term is the working estimate, and the second is its error. A positive d moves the edge into the bright region and narrows the opening. If every I_j lies within εθ of θ and every slope is at least t > 0, then at D = 1 the estimate satisfies |d| ≤ εθ/t. A common slope margin is thus a common limit on edge displacement, to first order.

**6. The linear program**

The aim is to maximize the smallest g_j. The minimum of several linear functions has kinks, but an extra variable t removes them. For given powers, the largest t that satisfies t ≤ g_j for all j is min_j g_j. The problem is therefore

maximize t over w and t, subject to
Σ_i G_ji w_i ≥ t for every edge j,
θ₋ ≤ Σ_i A_ji w_i ≤ θ₊ for every edge j,
Σ_i w_i ≤ P_tot,
0 ≤ w_i ≤ u.

The objective and all constraints are linear in (w, t). The cap u limits the power in a single group. The permitted powers form a closed and bounded set, so if the set is not empty, the continuous function min_j g_j attains its maximum on it.

Some upper limit is needed, on edge dose, total power or group power. Multiply θ₋, θ₊, P_tot and u by c > 0. Then w is feasible for the old limits precisely when cw is feasible for the new ones, and its slopes are multiplied by c. The optimal margin therefore scales by c; in a test, doubling all limits changed it from 7.449 to 14.898 1/µm. Without any upper limit, a source with positive slope at all edges could be made brighter indefinitely, and no maximum would exist. The power limits alone are enough for a maximum: without θ₊ the example of section 8 has a margin of 7.49 1/µm, with edge intensities up to 0.362.

The upper edge limits alone are sufficient to bound t. If A_ji = 0, then E_i(x_j) = 0, and G_ji vanishes too. If A_ji > 0, then w_i ≤ θ₊/A_ji. Each slope is thus at most θ₊ Σ_i |G_ji|/A_ji, summed over the groups with A_ji > 0.

**7. A certificate of optimality**

Attach non-negative multipliers to the constraints: λ_j to the slopes, α_j and β_j to the upper and lower dose limits, μ to the total power and ν_i to the caps. For a feasible source each bracket below is non-negative, so

t ≤ t + Σ_j λ_j(g_j − t) + Σ_j α_j(θ₊ − I_j) + Σ_j β_j(I_j − θ₋) + μ(P_tot − Σ_i w_i) + Σ_i ν_i(u − w_i).

Collecting the terms in t and in w_i turns the right side into

t(1 − Σ_j λ_j) + Σ_i w_i(r_i − ν_i) + B,

where

r_i = Σ_j λ_j G_ji − Σ_j (α_j − β_j) A_ji − μ,
B = θ₊ Σ_j α_j − θ₋ Σ_j β_j + μP_tot + u Σ_i ν_i.

Choose multipliers with Σ_j λ_j = 1 and ν_i ≥ r_i. The first term vanishes and the second is not positive, so t ≤ B for every feasible source. Minimizing B under these conditions is the dual linear program. Strong duality of linear programming states that its minimum equals the maximum of t whenever the latter exists. For an implementer, weak duality is enough: a source and a set of multipliers that are feasible and have t = B prove each other optimal.

When t = B, every non-negative term dropped above must be zero. In particular,

w_i(ν_i − r_i) = 0 and ν_i(u − w_i) = 0.

If r_i > 0, then ν_i > 0 and the group is at its cap. If r_i < 0, then ν_i − r_i > 0 and the group is dark. If r_i = 0, this rule leaves the power undecided. The quantity r_i is the weighted slope that a group supplies, minus the prices of the edge dose and of the power it uses.

The number of partly lit groups is limited as well. With N groups there are N + 1 unknowns, and a vertex of the feasible set needs N + 1 independent active constraints. If f groups lie strictly between 0 and u, the pixel bounds supply N − f of them. The K active slope, dose and total-power constraints must supply the rest, so

f ≤ K − 1.

A simplex solver returns a vertex. An interior-point solver may return another optimum when several exist, and this count then need not hold.

**8. Worked example**

The model has λ = 193 nm, NA = 0.75 and p = 800 nm, so that s = 193/(800 × 0.75) = 0.3217. The openings run from 0 to 150 nm and from 300 to 550 nm. Source pixels lie on a grid of spacing 0.1, and those wholly inside the unit disc are kept: 276 pixels in 69 groups. Each pixel is represented by its centre. The limits are θ = 0.30, θ₋ = 0.27, θ₊ = 0.33, P_tot = 1 and u = 0.05.

The pixel image was tested against a Fourier-transform simulation of a tilted wave passing through the sampled mask. The largest difference was 1.2 × 10⁻⁵ in intensity. The slopes were tested against finite differences.

The optimal common margin is

t = 7.449 1/µm = 0.00745 1/nm.

The edges at 0, 150, 300 and 550 nm have slopes 8.21, 7.45, 7.45 and 7.63 1/µm, and intensities 0.330, 0.330, 0.320 and 0.313. The two middle edges limit the margin, with weights λ = 0.20 and 0.80. The other two edges have slope to spare and λ = 0.

The dual program, solved separately, gives the same optimum, and its parts can be checked by hand. The dose multipliers are 1.651 and 3.412 1/µm at the first two edges and zero at the others, and the power multiplier is 5.511 1/µm. Then

θ₊ Σα = 0.33 × (1.651 + 3.412) = 1.671 1/µm,
μP_tot = 5.511 1/µm.

These add to 7.182 1/µm. The remaining 0.267 1/µm is the contribution u Σν of the caps.

The multipliers also bound the gain from a relaxed limit. The conditions on them do not contain P_tot, so the same multipliers remain feasible when P_tot changes by δ, and the new optimum cannot exceed t + μδ. One per cent more power can therefore raise the margin by at most 0.055 1/µm.

Eighteen groups are at the cap and four are partly lit. The power adds up as

18 × 0.05 + 0.0136 + 0.0378 + 0.0289 + 0.0198 = 1.000.

Five general constraints are active: two slopes, two upper dose limits and the total power. The bound on partly lit groups is 5 − 1 = 4, which is reached. The source map in the numerical output is scattered, but it is only one of many optimal maps. At best focus the image of a pixel depends on σ only through the set of orders that pass the pupil, and the 69 groups give only 12 different images. Groups with the same passed orders can therefore exchange power, within their caps, without changing the image.

For comparison, simple shapes were made as bright as the upper limits allow. The full disc reaches a margin of 6.17 1/µm within the dose band, so the optimized source is better by 7.449/6.168 − 1 = 21 %. The gain depends on the shape chosen for comparison: a disc of radius 0.6 also stays within the band and reaches 6.83 1/µm, which leaves a gain of 9 %. The numbers also depend on the source grid. With spacings of 0.05 and 0.025 and caps scaled with the pixel area, the optimum is 7.52 and 7.46 1/µm and the full disc gives 6.06 and 5.98 1/µm, so that gain rises to 24–25 %, while the gain over the smaller disc stays near 9 %. A disc of radius 0.5 reaches 6.47 1/µm, but its lowest edge intensity is 0.231. An annulus from 0.6 to 0.95 reaches 4.43 1/µm with a lowest intensity of 0.267. Both fall below θ₋ while their brightest edge is already at θ₊, so no change of power makes them admissible.

**9. What the margin means for the printed edges**

At D = 1 the edge at 150 nm has I_j = 0.330, and the linear estimate is

d = (0.300 − 0.330)/(7.449 1/µm) = −0.00403 µm = −4.03 nm.

Direct root finding on the image gives −4.09 nm. The edge moves into the dark region. The edge at 0 nm moves outwards by 3.71 nm, so the first opening prints 7.8 nm too wide. The second is too wide by 2.70 + 1.67 = 4.4 nm.

These offsets are allowed by the dose band and are not a failure of the optimization. The program gains slope by using bright edges, and two of them sit at the upper limit. Lowering the dose to D = 0.95 raises the required intensity to 0.3158. The displacement of the edge at 150 nm is then d = −1.92 nm, and the errors in width fall to 1.74 + 1.92 = 3.7 nm and 0.55 − 0.41 = 0.1 nm. If placement at nominal dose matters more than slope, the band should be narrowed. This can only lower the optimal margin or leave it unchanged, because it removes sources from the feasible set. In the example all four edges can even be held exactly at threshold, with a margin of 6.53 1/µm. For another pattern this may be impossible.

A gain in slope at the targets is not an equal gain in dose tolerance. Differentiating D I = θ at the printed edge shows that its movement with dose is set by the slope there, not by the slope at the target. Between D = 0.95 and D = 1.05, the edge that moves most travels 4.17 nm with the optimized source, 4.25 nm with the disc of radius 0.6 and 4.95 nm with the full disc. The 9 % gain in slope over the smaller disc thus reduces the largest movement by only 2 %.

**10. Changes that keep or break the program**

*Finite pixels.* Real pixels have area. When each pixel of the optimized source is replaced by 5 × 5 points, the smallest slope drops from 7.45 to 7.24 1/µm (7.22 1/µm with 10 × 10 points or more, a drop of about 3 %), and the largest edge intensity becomes 0.332, slightly above the limit. This source is thus not strictly feasible for finite pixels. The remedy is to average I_i and its derivative over the pixel area before building A and G; the program stays linear. Solved in this way with 20 × 20 points per pixel, the example reaches a margin of 7.46 1/µm, so the loss belongs to the particular source and not to finite pixels as such.

*Several focus planes.* Each plane supplies its own images I_i, and hence further rows of A and G with the same unknowns w. Requiring the same t in all rows gives a margin common to all edges and planes.

*Logarithmic slope.* The ratio g_j/I_j is not linear in the powers. At x = 300 nm two pixel groups have logarithmic slopes of 43.4 and 18.4 1/µm. Their equal-power mixture has 25.1 1/µm, not the mean of 30.9 1/µm, because the brighter image carries more weight. A common logarithmic margin q can still be found with linear programs. For fixed q, the condition

Σ_i (G_ji − qA_ji) w_i ≥ 0

is linear in w. Since I_j ≥ θ₋ > 0, a source that satisfies it for one q satisfies it for every smaller q. Bisection on q, with a linear feasibility problem at each step, therefore finds the largest value.

*Normalized images.* If the image is divided by Σ_i w_i, it becomes a ratio and is no longer linear in w. Imposing Σ_i w_i = 1 as a constraint restores it, because the divisor is then constant. With caps on the groups this is a real restriction: a source of lower total power can concentrate it in fewer groups, and its normalized image may have a larger margin. The restriction can be avoided, because all rows share the divisor S = Σ_i w_i. In the variables v_i = w_i/S the slope and dose conditions are linear, Σ_i v_i = 1 and v_i ≤ u/S. If S must be at least S_min, the cap on v_i is u/S_min; if S may be as small as u, the caps drop out. One linear program in v then solves the normalized problem. Without a lower limit on S the example reaches 8.58 1/µm, against 7.45 1/µm with Σ_i w_i = 1.

Computed values

```
wavelength 193 nm, NA 0.75, period 800 nm
openings (nm): [(0.0, 150.0), (300.0, 550.0)]; order spacing 0.3217 pupil radii
threshold 0.30, edge dose band 0.27 to 0.33
power limit 1.00, group cap 0.05, groups 69, pixels 276
largest image error against Fourier simulation: 1.2e-05
largest slope error against differences: 1.3e-07 1/um
edge 0 nm, uniform source: sum 0.3180, random phases 0.3229 +- 0.0042, locked 65.25
optimal common slope: 7.4489 1/um = 0.007449 1/nm
dual optimum: 7.4489 1/um; doubled limits: 14.8979 1/um
power used 1.0000; power multiplier 5.5109 1/um
groups at cap 18, partly lit 4, active general constraints 5
edge(nm) intensity slope(1/um) lambda alpha-beta(1/um)
0 0.3300 8.2074 0.0000 1.6512
150 0.3300 7.4489 0.2005 3.4120
300 0.3198 7.4489 0.7995 0.0000
550 0.3127 7.6265 0.0000 0.0000
source quadrant, sx = 0.05, 0.15, ... (# cap, + partial, . dark)
sy=0.85 ....
sy=0.75 ......
sy=0.65 ..+#...
sy=0.55 .#......
sy=0.45 .#..##.#
sy=0.35 ###.+#.##
sy=0.25 ###.....+
sy=0.15 ..+...#..
sy=0.05 ...#..#..
partial group sx=0.25 sy=0.15 power=0.01355
partial group sx=0.85 sy=0.25 power=0.03780
partial group sx=0.45 sy=0.35 power=0.02885
partial group sx=0.25 sy=0.65 power=0.01980
reference source: min slope(1/um), min I, max I, within dose band
full disc: 6.1680, 0.3037, 0.3300, yes
disc radius 0.5: 6.4695, 0.2310, 0.3300, no
annulus 0.6-0.95: 4.4250, 0.2669, 0.3300, no
dose edge(nm) shift to bright(nm): root, linear estimate
1.00 0 -3.71 -3.66
1.00 150 -4.09 -4.03
1.00 300 -2.70 -2.66
1.00 550 -1.67 -1.66
0.95 0 -1.74 -1.73
0.95 150 -1.92 -1.91
0.95 300 -0.55 -0.54
0.95 550 0.41 0.41
log slope at 300 nm (1/um): A 43.446, B 18.429, equal mix 25.146
one pixel at 300 nm: both openings 0.1514, separate sum 0.2410
finite pixels: min slope 7.2368 1/um, edge I 0.3165 to 0.3317
```
